# Tetrahedron weights for 1/(z-ε) and their limit on the real axis, part 1

(Sections cited here and not found follow in the second part.)

A tetrahedron has corner energies $-0.30$, $-0.10$, $0.05$ and $0.30$ Ha. At $E=0$ the weight of corner 3 in the integral of $\delta(E-\varepsilon)$ is $1.281179$ Ha$^{-1}$. The same corner has a weight $r_3(z)$ in the integral of $1/(z-\varepsilon)$, and at $z=E+i\eta$ the quantity $-\mathrm{Im}\,r_3/\pi$ equals $1.156930$, $1.267858$ and $1.279838$ Ha$^{-1}$ for $\eta=10^{-2}$, $10^{-3}$ and $10^{-4}$ Ha. The shortfall divided by $\eta$ is $12.42$, $13.32$ and $13.42$ Ha$^{-2}$. The approach is linear in $\eta$, although the delta weight is a smooth cubic near $E=0$ and the Lorentzian is even about its centre, so that a Taylor expansion under the integral would have no first-order term. The limit $1.281179$, the linear law and its coefficient need explaining.

## Definitions and result

Hartree atomic units are used. The tetrahedron $T$ has volume $V$ and corners $\mathbf k_1,\dots,\mathbf k_4$. A point is $\mathbf k=\sum_i\lambda_i\mathbf k_i$ with $\sum_i\lambda_i=1$, and it lies in $T$ when all $\lambda_i\ge0$. The energy and the matrix element are taken as linear, $\varepsilon=\sum_j\lambda_j\varepsilon_j$ with real $\varepsilon_j$, and $F=\sum_i\lambda_iF_i$. In a response function $\varepsilon$ is a transition energy and $F$ contains occupation factors. A zero-temperature occupation is not linear in a tetrahedron cut by the Fermi surface, so such a tetrahedron has to be divided along the cut before the formulas below apply.

The map from $(\lambda_2,\lambda_3,\lambda_4)$ to $\mathbf k$ is affine and sends the unit simplex, of volume $1/6$, onto $T$, so $d^3k=6V\,d^3\lambda$. For $z=E+i\eta$, $\eta>0$,

$$I(z)=\frac1V\int_T\frac{F\,d^3k}{z-\varepsilon}=\sum_iF_i\,r_i(z),\qquad r_i(z)=6\int\frac{\lambda_i\,d^3\lambda}{z-\sum_j\lambda_j\varepsilon_j}.\tag{1}$$

The weights do not depend on the shape of $T$. The mean of an affine function over a tetrahedron is the mean of its corner values, so the mean of $\lambda_i$ is $1/4$. With $|z-\varepsilon|\ge\eta$ and $\mathrm{Im}\,(z-\varepsilon)^{-1}<0$ this gives $|r_i|\le1/(4\eta)$ and $\mathrm{Im}\,r_i<0$, and real $\varepsilon_j$ give $r_i(z^*)=r_i(z)^*$. From $\varepsilon/(z-\varepsilon)=z/(z-\varepsilon)-1$ follows the sum rule $\sum_i\varepsilon_ir_i=z\sum_ir_i-1$.

The delta weight is defined without reference to $\eta$:

$$N_i(E)=\frac1V\int_T\lambda_i\,\theta(E-\varepsilon)\,d^3k,\qquad w_i(E)=\frac{dN_i}{dE}=\frac1V\int_T\lambda_i\,\delta(E-\varepsilon)\,d^3k.\tag{2}$$

With

$$u_j=z-\varepsilon_j,\qquad P_j=\prod_{m\ne j}(\varepsilon_j-\varepsilon_m),\qquad a_{ij}=\frac1{P_j(\varepsilon_j-\varepsilon_i)},\qquad A_i=-\frac1\pi\,\mathrm{Im}\,r_i,$$

the result for four distinct energies has three parts. The first is the Lambin–Vigneron form, with Log the principal logarithm:

$$r_i(z)=-\frac{u_i^2}{P_i}+\sum_{j\ne i}a_{ij}\,u_j^3\,\big[\mathrm{Log}\,u_j-\mathrm{Log}\,u_i\big].\tag{3}$$

The second is the delta weight, a sum over the corners that lie across the surface $\varepsilon=E$ from corner $i$:

$$w_i(E)=\sum_{j\ \text{across}}a_{ij}\,|E-\varepsilon_j|^3.\tag{4}$$

The third is the limit with its rate, at every real $E$:

$$A_i(E,\eta)=w_i(E)+c_i(E)\,\eta+O(\eta^2).\tag{5}$$

When energies coincide, (5) has to be modified only at an energy that occurs three or more times among $\varepsilon_1,\dots,\varepsilon_4,\varepsilon_i$.

## First derivation: divided differences

### The simplex integral as a divided difference

For nodes $x_0,\dots,x_n$ and a function $f$ of a real variable, define

$$f[x_0,\dots,x_n]=\int f^{(n)}\Big(\sum_m\mu_mx_m\Big)\,d^n\mu$$

over the simplex $\mu_m\ge0$, $\sum_m\mu_m=1$, of volume $1/n!$. This quantity is symmetric in the nodes and, for continuous $f^{(n)}$, continuous in them. It vanishes for polynomials of degree below $n$, and it equals $f^{(n)}(x)/n!$ when all nodes equal $x$.

A recurrence follows from one integration. Set $\mu_0=1-t_1$, $\mu_m=t_m-t_{m+1}$, $\mu_n=t_n$, with $1\ge t_1\ge\dots\ge t_n\ge0$; the map is triangular with unit Jacobian. The argument becomes $x_0+\sum_{m=1}^nt_m(x_m-x_{m-1})$. For $x_n\ne x_{n-1}$ the integral over $t_n$ from $0$ to $t_{n-1}$ gives $f^{(n-1)}/(x_n-x_{n-1})$ between the limits. At the upper limit the last two terms merge into $t_{n-1}(x_n-x_{n-2})$, and at the lower limit the last term is absent. Hence

$$f[x_0,\dots,x_n]=\frac{f[x_0,\dots,x_{n-2},x_n]-f[x_0,\dots,x_{n-2},x_{n-1}]}{x_n-x_{n-1}}.\tag{6}$$

The step needs only that $f^{(n-1)}$ be the integral of $f^{(n)}$, so a step function is allowed as $f^{(n)}$. For distinct nodes (6) is solved by

$$f[x_0,\dots,x_n]=\sum_j\frac{f(x_j)}{\prod_{m\ne j}(x_j-x_m)}.\tag{7}$$

The proof is by induction from $f[x_0]=f(x_0)$. For $j\le n-2$ the coefficient of $f(x_j)$ in (6) carries the factor

$$\frac1{x_n-x_{n-1}}\Big[\frac1{x_j-x_n}-\frac1{x_j-x_{n-1}}\Big]=\frac1{(x_j-x_n)(x_j-x_{n-1})},$$

and the coefficients of $f(x_n)$ and $f(x_{n-1})$ acquire $1/(x_n-x_{n-1})$ and $1/(x_{n-1}-x_n)$, as (7) requires. The equality of the integral with (7) is the Hermite–Genocchi formula.

The factor $\lambda_i$ comes from a derivative. Differentiating the four-node integral gives $\partial_{\varepsilon_i}f[\varepsilon_1,\dots,\varepsilon_4]=\int\lambda_if''''\,d^3\lambda$. By (6) and symmetry, the difference quotient of $f[\varepsilon_1,\dots,\varepsilon_4]$ under $\varepsilon_i\to\varepsilon_i+h$ is the five-node quantity with nodes $\varepsilon_1,\dots,\varepsilon_4,\varepsilon_i+h$. Letting $h\to0$,

$$\int\lambda_i\,f''''\Big(\sum_j\lambda_j\varepsilon_j\Big)d^3\lambda=\partial_{\varepsilon_i}f[\varepsilon_1,\dots,\varepsilon_4]=f[\varepsilon_1,\varepsilon_2,\varepsilon_3,\varepsilon_4,\varepsilon_i].\tag{8}$$

### The closed form

Equation (1) calls for $f''''=6/(z-\varepsilon)$. Let $u=z-\varepsilon$, $L=\mathrm{Log}\,u$ and $H(\varepsilon)=u^3L$. For real $\varepsilon$, $\mathrm{Im}\,u=\eta>0$, so $u$ never meets the cut on the negative axis and $H$ is smooth. The $u$-derivatives of $u^3L$ are $3u^2L+u^2$, $6uL+3u+2u$, $6L+6+5$ and $6/u$, and $d/d\varepsilon=-d/du$, so

$$H'=-u^2(3L+1),\quad H''=u(6L+5),\quad H'''=-(6L+11),\quad H''''=\frac6u.\tag{9}$$

Therefore, for any four energies,

$$r_i(z)=H[\varepsilon_1,\varepsilon_2,\varepsilon_3,\varepsilon_4,\varepsilon_i].\tag{10}$$

For distinct energies, differentiate $\sum_jf_j/P_j$ with respect to $\varepsilon_i$. For $j\ne i$ the product $P_j$ contains $\varepsilon_i$ through one factor, and $\partial_{\varepsilon_i}(\varepsilon_j-\varepsilon_i)^{-1}=(\varepsilon_j-\varepsilon_i)^{-2}$, so $\partial_{\varepsilon_i}P_j^{-1}=a_{ij}$. For $j=i$, $\partial_{\varepsilon_i}P_i^{-1}=-P_i^{-1}\sum_{m\ne i}(\varepsilon_i-\varepsilon_m)^{-1}$. Thus

$$f[\varepsilon_1,\dots,\varepsilon_4,\varepsilon_i]=\frac{f'_i}{P_i}-\frac{f_i}{P_i}\sum_{m\ne i}\frac1{\varepsilon_i-\varepsilon_m}+\sum_{j\ne i}a_{ij}f_j.\tag{11}$$

Five nodes annihilate a cubic, so $H$ may be replaced by $\tilde H=u^3(L-\Lambda)$ for any constant $\Lambda$. With $\Lambda$ frozen at the value $\mathrm{Log}\,u_i$, $\tilde H_i=0$ and $\tilde H'_i=-u_i^2[3(L_i-\Lambda)+1]=-u_i^2$, and (11) becomes (3). Applied to the cubic $f=u^3$ itself, with $f'=-3u^2$, (11) gives an identity needed below:

$$\sum_{j\ne i}a_{ij}u_j^3=\frac{3u_i^2}{P_i}+\frac{u_i^3}{P_i}\sum_{m\ne i}\frac1{\varepsilon_i-\varepsilon_m}.\tag{12}$$

For the sum of the weights $\sum_i\lambda_i=1$, and the four-node integral needs a third derivative $6/u$. Since $d^3(u^2L)/du^3=2/u$, the function $-3u^2L$ serves, and $\sum_ir_i=-3\sum_ju_j^2\,\mathrm{Log}\,u_j/P_j$.

### The limit

As $\eta\to0^+$, $\mathrm{Log}\,u_j\to\ln|E-\varepsilon_j|+i\pi\,\theta(\varepsilon_j-E)$, because $u_j$ approaches the negative axis from above when $\varepsilon_j>E$. All other factors in (3) become real, so off the corner energies

$$A_i\to-\sum_{j\ne i}a_{ij}(E-\varepsilon_j)^3\big[\theta(\varepsilon_j-E)-\theta(\varepsilon_i-E)\big].$$

The bracket vanishes when $i$ and $j$ are on the same side. For $i$ below and $j$ above it is $+1$, and $-(E-\varepsilon_j)^3=|E-\varepsilon_j|^3$. For $i$ above and $j$ below it is $-1$, and $+(E-\varepsilon_j)^3=|E-\varepsilon_j|^3$. The limit is the right side of (4). At $E=\varepsilon_j$ the term $u_j^3\,\mathrm{Log}\,u_j$ tends to zero. At $E=\varepsilon_i$ the total coefficient of $\mathrm{Log}\,u_i$ is $O(u_i^2)$ by (12), so that term vanishes as well, and (12) with $u_i=0$ shows that counting $i$ as above or as below gives the same sum.

This limit still has to be identified with (2). Let $x_+=\max(x,0)$. The function $(E-\varepsilon)_+^4/4$ has fourth $\varepsilon$-derivative $6\,\theta(E-\varepsilon)$, so (8) gives $N_i$ as its five-node difference. Expression (11) is a fixed linear combination of values and one derivative, so $d/dE$ passes inside:

$$w_i(E)=(E-\varepsilon)_+^3\,[\varepsilon_1,\varepsilon_2,\varepsilon_3,\varepsilon_4,\varepsilon_i].\tag{13}$$

On the other side, $-\mathrm{Im}\,H/\pi\to-(E-\varepsilon)^3\theta(\varepsilon-E)=(\varepsilon-E)_+^3$, and by (9) $-\mathrm{Im}\,H'/\pi\to3(\varepsilon-E)_+^2$, which is its derivative. The two truncated powers differ by $(E-\varepsilon)_+^3-(\varepsilon-E)_+^3=(E-\varepsilon)^3$, a cubic that drops out. Hence $A_i\to w_i$.

### The rate

Off the corner energies each logarithm continues analytically from the upper half plane to a neighbourhood of $E$, so $r_i(E+i\eta)=r_i+i\eta r_i'-\tfrac12\eta^2r_i''+O(\eta^3)$, with boundary values at $E+i0$. On an interval around $E$, $\mathrm{Im}\,r_i=-\pi w_i$, hence $\mathrm{Im}\,r_i''=-\pi w_i''$, and

$$A_i=w_i-\frac\eta\pi\,\mathrm{Re}\,r_i'-\frac{\eta^2}2\,w_i''+O(\eta^3).\tag{14}$$

The linear term is the slope of the real part, rotated into the imaginary part by the factor $i\eta$. From $\partial_zH=u^2(3L+1)$, with the quadratic $u^2$ annihilated,

$$c_i(E)=-\frac1\pi\big(3u^2\ln|u|\big)[\varepsilon_1,\dots,\varepsilon_4,\varepsilon_i],\qquad u=E-\varepsilon.\tag{15}$$

At a corner energy one logarithm is singular, and its real-coefficient prefactor is $u^3$ or, by (12), $u^2$ and $u^3$. With $u=i\eta$, $\mathrm{Im}(u^2L)=-\pi\eta^2/2$ and $\mathrm{Im}(u^3L)=-\eta^3\ln\eta$. Both are $O(\eta^2)$ and the remaining terms are analytic, so (5) holds there too, with $u^2\ln|u|$ and $u\ln|u|$ set to zero at $u=0$ in (15).

### Coinciding energies and distant $z$

Equation (10) needs no change when energies coincide. The recurrence (6) is applied to unequal nodes until only groups of equal nodes remain, and these equal $H^{(k)}/k!$ from (9). An energy that occurs $\mu$ times among the five nodes, called a knot of multiplicity $\mu$, brings in derivatives up to order $\mu-1$. In (13) this means a term $(E-\varepsilon)_+^{4-\mu}$. Distinct energies give $\mu\le2$ and a $w_i$ with continuous slope. A triple knot arises when $i$ is one of two equal corners, or when the three corners other than $i$ are equal; it gives a kink, and $H''$ supplies $\mathrm{Im}(uL)=\eta\ln\eta$. A fourfold knot arises when $i$ lies on a face of constant energy; it gives a jump, and $H'''$ supplies a bare logarithm. For four equal energies $r_i=H''''/4!=1/(4u)$, and $A_i$ is a Lorentzian of weight $1/4$. It tends to zero at every $E$ other than the common energy, and as a distribution it tends to a delta function of weight $1/4$.

Far from the energy range of $T$, (3) is a small difference of large terms. With corner spacings of size $\Delta$ and machine precision $\epsilon_m$, each logarithm carries a rounding error of order $\epsilon_m$ that is multiplied by $|z|^3/\Delta^4$, while $r_i\approx1/(4z)$, so the relative error is of order $\epsilon_m|z|^4/\Delta^4$, up to a factor that grows like $\ln|z|$ with the size of the logarithms. An expansion about the mean $\bar\varepsilon$ avoids this. With $x=\varepsilon-\bar\varepsilon$, $1/(z-\varepsilon)=\sum_nx^n/(z-\bar\varepsilon)^{n+1}$ converges for $|z-\bar\varepsilon|>\max_j|x_j|$, and $x^n$ has the fourth antiderivative $n!\,x^{n+4}/(n+4)!$. The identity $[(1-sb)^{-1}-(1-sa)^{-1}]/(b-a)=s/[(1-sa)(1-sb)]$, used in (6) at each order, gives $(1-sx)^{-1}[x_0,\dots,x_4]=s^4/\prod_m(1-sx_m)$. The coefficient of $s^{n+4}$ shows that the five-node difference of $x^{n+4}$ is $h_n$, the sum of all monomials of degree $n$ in the five nodes. Therefore

$$r_i=\sum_{n\ge0}\frac{6\,n!}{(n+4)!}\,\frac{h_n(x_1,\dots,x_4,x_i)}{(z-\bar\varepsilon)^{n+1}}.\tag{16}$$

## Second derivation: slicing by surfaces of constant energy

### Spectral representation

Let the energies be not all equal, so that $\nabla\varepsilon\ne0$. The slab between the planes $\varepsilon=E'$ and $E'+dE'$ has thickness $dE'/|\nabla\varepsilon|$, so $w_i(E')$ is the integral of $\lambda_i$ over the plane cut divided by $V|\nabla\varepsilon|$. It is non-negative, bounded, zero outside the range of corner energies, and $\int w_i\,dE'=1/4$. The denominator in (1) is constant on each cut, so

$$r_i(z)=\int\frac{w_i(E')}{z-E'}\,dE'.\tag{17}$$

### The delta weights from cones

Order the corners as $\varepsilon_1<\varepsilon_2<\varepsilon_3<\varepsilon_4$ and write $\varepsilon_{mj}=\varepsilon_m-\varepsilon_j$. The plane $\varepsilon=E$ meets the line through corners $j$ and $m$ at the point with $\lambda_m=s^{(j)}_m=(E-\varepsilon_j)/\varepsilon_{mj}$ and $\lambda_j=1-s^{(j)}_m$. Let $C_j$ be the tetrahedron with apex $\mathbf k_j$ and these three points as base. Its edge vectors are those of $T$ scaled by $s^{(j)}_m$, so its volume is $V|\Pi_j|$, with $\Pi_j=\prod_{m\neq j}s_m^{(j)}=-(E-\varepsilon_j)^3/P_j$, the sign coming from three reversed differences. Averaging corner values, the mean of $\lambda_i$ over $C_j$ is $s_i^{(j)}/4$ for $i\ne j$.

For $\varepsilon_1<E<\varepsilon_2$ the region of $T$ below $E$ is $C_1$, and $\Pi_1>0$. For $\varepsilon_2<E<\varepsilon_3$ the set $\{\lambda_2,\lambda_3,\lambda_4\ge0,\ \varepsilon\le E\}$ is still $C_1$, because $\varepsilon-\varepsilon_1=\sum_{m>1}\lambda_m\varepsilon_{m1}$ has positive coefficients, but it now extends beyond $T$ into $\lambda_1<0$. The excess is $C_2$. Indeed $\varepsilon-\varepsilon_2=(-\lambda_1)\varepsilon_{21}+\lambda_3\varepsilon_{32}+\lambda_4\varepsilon_{42}$ shows that $\{\lambda_1\le0,\ \lambda_3,\lambda_4\ge0,\ \varepsilon\le E\}$ is $C_2$, and $\lambda_2>0$ at its four corners because each $s^{(2)}_m<1$, so $C_2$ lies inside $C_1$. Only $s_1^{(2)}$ is negative, so the subtracted volume $-V|\Pi_2|$ equals $V\Pi_2$. In both ranges, for a corner $i$ above $E$,

$$N_i=\sum_{j\ \text{below}}\Pi_j\,\frac{s_i^{(j)}}4=\sum_{j\ \text{below}}\frac{-(E-\varepsilon_j)^4}{4P_j(\varepsilon_i-\varepsilon_j)}=\sum_{j\ \text{below}}\frac{a_{ij}}4(E-\varepsilon_j)^4,$$

and $d/dE$ gives (4). The reflection $\varepsilon\to-\varepsilon$, $E\to-E$ leaves $w_i$ unchanged, and it leaves $a_{ij}$ unchanged because four differences change sign. This gives (4) for a corner below $E$ with one or two corners above.

What remains is $i=1$ in the lowest range and its mirror image. Let $D=\varepsilon_{21}\varepsilon_{31}\varepsilon_{41}=-P_1$ and $v=E-\varepsilon_1$. The mean of $\lambda_1$ over $C_1$ is $1-\sum_ms_m^{(1)}/4$, so $N_1=v^3/D-(v^4/4D)\sum_m1/\varepsilon_{m1}$, and in this range

$$w_1=\frac{v^2}D\Big[3-\sum_{m>1}\frac v{\varepsilon_{m1}}\Big],\qquad w_j=\frac{v^3}{D\,\varepsilon_{j1}}\quad(j>1).\tag{18}$$

The sum is $3v^2/D$, the derivative of the volume fraction $v^3/D$. The cone argument for (18) needs only $\varepsilon_1$ strictly below the other three energies. The mirror forms for $\varepsilon_3<E<\varepsilon_4$ have $\varepsilon_4-E$ for $v$ and $\varepsilon_{4m}$ for $\varepsilon_{m1}$.

Partial fractions connect $w_1$ to (4). If a rational function $g(x)$ falls as $x^{-2}$, then $xg\to0$, so the coefficients of its simple-pole terms add to zero. For $g=(E-x)^3/[(x-\varepsilon_i)\prod_m(x-\varepsilon_m)]$ these coefficients are $a_{ij}(E-\varepsilon_j)^3$ at $\varepsilon_j$ and, at the double pole $\varepsilon_i$, the derivative of $(E-x)^3/\prod_{m\ne i}(x-\varepsilon_m)$. Their zero sum is (12) at real $z=E$. For $i=1$ with three corners above, (4) reads $-\sum_ja_{1j}(E-\varepsilon_j)^3=-3v^2/P_1-(v^3/P_1)\sum_m(\varepsilon_1-\varepsilon_m)^{-1}$, and $P_1=-D$ turns this into $w_1$ of (18).

Divided differences have given the closed form (3), its limit on the real axis and the linear rate (15), and slicing by surfaces of constant energy has given the spectral representation (17) and the delta weights (4). It remains to recover (3) from (17), to explain the linear law through a Lorentzian average, and to compare the assumptions of the two derivations and test the results numerically.

Numbers in the example were calculated in double precision.
